\section*{Spin degeneracy of O2 and the neutral oxygen-vacancy concentration}

\section{Problem}

A polycrystalline indium oxide film, $50\ \mathrm{nm}$ thick, is annealed in oxygen at $T=1073.15\ \mathrm{K}$ and $p=1.0\times10^{-3}\ \mathrm{Torr}$ until its vacancies are in equilibrium with the gas. Removing one oxygen atom and leaving a neutral vacancy costs the formation energy $E_f$, measured against half an O$_2$ molecule in its lowest vibrational level. Rough typical values are $E_f=3.0\ \mathrm{eV}$ and $4.6\times10^{22}$ oxygen sites per $\mathrm{cm^3}$.

The oxygen chemical potential is computed from the partition function of O$_2$. The electronic ground state of the molecule is a spin triplet, but suppose that its degeneracy $g=3$ is left out, with everything else unchanged.

\begin{enumerate}
\item In which direction, and by what factor, does the dilute neutral-vacancy concentration change?
\item What are the two concentrations in this film?
\item How does the factor change when vacancies are no longer dilute, or when the site energies are spread by disorder?
\item Does the same factor apply to the electrons released by charged vacancies?
\end{enumerate}

The vacancies do not interact, and the neutral vacancy is a spin singlet. The energy $E_f$ contains no phonon contribution from the solid; the size of that omission is estimated at the end.

\section{First estimate by scaling}

Let $x$ be the fraction of oxygen sites that are vacant. One O$_2$ molecule fills two vacancies, so for $x\ll1$ the rate of filling scales as $p\,x^2$. The reverse process takes two atoms from an almost full lattice, and its rate hardly depends on $x$. Balance at fixed temperature gives
\begin{equation}
p\,x^2=\text{constant},\qquad x\propto p^{-1/2}.
\label{eq:scaling}
\end{equation}

Now apply the balance to molecules in one definite spin state. In equilibrium each process balances its own reverse, so this can be done state by state. With $g$ equally populated spin states, each holds the partial pressure $p/g$, and
\begin{equation}
\frac{p}{g}\,x^2=\text{constant},\qquad x\propto\left(\frac{g}{p}\right)^{1/2}.
\end{equation}
The constant belongs to a single spin state and does not depend on how many others exist. A calculation without $g$ puts the whole pressure into one state. It therefore describes a gas that fills vacancies too readily, as if the pressure were three times higher. The estimate is
\begin{equation}
\frac{x_{\rm omitted}}{x_{\rm correct}}\approx\frac{1}{\sqrt3}\approx0.58 .
\end{equation}

This argument gives the direction and the power. It does not give the concentrations themselves, and it has assumed $x\ll1$.

\section{Exact solution of the model}

\subsection{States of one gas molecule}

For one molecule in a volume $V$, the partition function $q$ is a product of translational, rotational, vibrational and spin factors. Along one edge of a box of length $L$, the levels are $n^2h^2/(8mL^2)$, where $m$ is the molecular mass. They lie so close together that the sum becomes an integral:
\begin{align}
\sum_{n=1}^{\infty}e^{-n^2h^2/(8mL^2kT)}
&\simeq\int_0^\infty e^{-n^2h^2/(8mL^2kT)}\,dn\nonumber\\
&=\frac12\sqrt{\frac{8\pi mL^2kT}{h^2}}
=\frac{L}{\lambda},\qquad
\lambda=\frac{h}{\sqrt{2\pi mkT}} .
\end{align}
Three directions give $V/\lambda^3$.

For oxygen-16, nuclear exchange symmetry admits only odd rotational numbers $N$. Let $\theta$ be the rotational temperature. With $u=N(N+1)$ we have $du=(2N+1)\,dN$, and the allowed $N$ are spaced by two, which gives a factor $1/2$:
\begin{equation}
q_{\rm rot}=\sum_{N\ \rm odd}(2N+1)e^{-\theta N(N+1)/T}
\simeq\frac12\int_0^\infty e^{-\theta u/T}\,du=\frac{T}{2\theta}.
\end{equation}
Vibrational energies are counted from the lowest level, so a harmonic vibration of temperature $\theta_v$ gives the geometric series
\begin{equation}
q_{\rm vib}=\sum_{v=0}^{\infty}e^{-v\theta_v/T}=\frac{1}{1-e^{-\theta_v/T}} .
\end{equation}

The spin factor is $2S+1=3$ for total spin $S=1$. A small calculation, with two electrons in the two $\pi^*$ orbitals and the def2-SVP basis, finds a lowest state with $\langle S^2\rangle=2.0000$ in units of $\hbar^2$, which is $S(S+1)$ for $S=1$. The first singlet lies $1.3\ \mathrm{eV}$ higher. This level of theory leaves out most electron correlation, so the gap is only a guide, but it is far above $kT=0.0925\ \mathrm{eV}$.

The three spin components are not perfectly degenerate. A spin-spin constant of $2.0\ \mathrm{cm^{-1}}$ splits them by at most about twice that amount, or $0.5\ \mathrm{meV}$, which is small compared with $kT$. Diagonalizing the coupled rotation and spin gives the sum $777.86$, against $259.29$ for the rotor without spin. Their ratio is $3.0000$, so $g=3$ is an excellent approximation here. Altogether,
\begin{equation}
q=\frac{V}{\lambda^3}\,g\,q_{\rm rot}q_{\rm vib}.
\label{eq:q}
\end{equation}

\subsection{Counting solid and gas together}

Enclose a solid with $M$ oxygen sites and an ideal gas in a box. If there are $N_0$ molecules when the lattice is full, then $n$ vacancies imply
\begin{equation}
N_g=N_0+\frac n2
\end{equation}
molecules. There are $\binom Mn$ ways to place the vacancies. Each costs $E_f$, and the gas of identical molecules contributes $q^{N_g}/N_g!$. The statistical weight of $n$ vacancies is therefore
\begin{equation}
W(n)=\binom Mn e^{-nE_f/kT}\,\frac{q^{N_g}}{N_g!}.
\end{equation}
Releasing one more molecule changes $n$ to $n+2$ and $N_g$ to $N_g+1$. The weights have the ratio
\begin{equation}
\frac{W(n+2)}{W(n)}=
\frac{(M-n)(M-n-1)}{(n+1)(n+2)}\,
e^{-2E_f/kT}\,\frac{q}{N_g+1}.
\end{equation}
At the maximum of $W$ this ratio is one. For large numbers the added integers can be dropped, and the mean coincides with the maximum. With $x=n/M$,
\begin{equation}
\left(\frac{1-x}{x}\right)^2e^{-2E_f/kT}\frac{q}{N_g}=1
\quad\Longrightarrow\quad
\frac{x}{1-x}=\sqrt{\frac{q}{N_g}}\;e^{-E_f/kT}.
\label{eq:odds}
\end{equation}
The square root appears because one molecule accounts for two vacancies. Since $q$ is proportional to $g$, the odds $x/(1-x)$ are proportional to $\sqrt g$.

\subsection{The same result as a chemical potential}

The free energy of the gas is $F=-kT\ln(q^{N_g}/N_g!)$. Adding one molecule changes it by
\begin{equation}
\mu_{\mathrm{O_2}}=-kT\ln\frac{q}{N_g+1}\simeq-kT\ln\frac{q}{N_g}.
\end{equation}
The ideal-gas law gives $V/N_g=kT/p$. Inserting \eqref{eq:q}, and assigning half of $\mu_{\mathrm{O_2}}$ to each atom,
\begin{equation}
\mu_{\rm O}=\frac12\mu_{\mathrm{O_2}}
=-\frac{kT}{2}\ln\left(\frac{kT}{p\lambda^3}\,g\,q_{\rm rot}q_{\rm vib}\right).
\label{eq:mu}
\end{equation}
Thus $\sqrt{q/N_g}=e^{-\mu_{\rm O}/kT}$, and \eqref{eq:odds} becomes
\begin{equation}
\frac{x}{1-x}=e^{-(E_f+\mu_{\rm O})/kT}.
\label{eq:vac}
\end{equation}

Omitting $g$ makes the logarithm in \eqref{eq:mu} smaller by $\ln3$. Because of the minus sign, the chemical potential rises:
\begin{equation}
\mu_{\rm O}^{\rm omitted}-\mu_{\rm O}^{\rm correct}
=\frac{kT}{2}\ln3 .
\label{eq:shift}
\end{equation}
Releasing oxygen then appears more costly. Equation \eqref{eq:vac} gives
\begin{equation}
\frac{x_o}{1-x_o}=\frac{1}{\sqrt3}\,\frac{x_c}{1-x_c},
\label{eq:oddsratio}
\end{equation}
where $c$ means correct and $o$ means omitted. For $x_c,x_o\ll1$ both denominators are one, and
\begin{equation}
\boxed{\,x_o=\frac{x_c}{\sqrt3}\,}
\end{equation}
The omission underestimates the dilute neutral concentration by a factor $\sqrt3$, a shortfall of $42\%$ relative to the correct value.

\subsection{Numbers for the film}

A bond length of $0.121\ \mathrm{nm}$ and a vibration of $1560\ \mathrm{cm^{-1}}$ give $q_{\rm rot}=259.12$ and $q_{\rm vib}=1.1409$. With $\lambda=0.009421\ \mathrm{nm}$, the translational factor is $kT/(p\lambda^3)=1.329\times10^{14}$. Hence
\begin{align}
\mu_{\rm O}^{\rm correct}
&=-\frac{0.09248\ \mathrm{eV}}{2}
\ln(1.329\times10^{14}\times3\times259.12\times1.1409)\nonumber\\
&=-1.818\ \mathrm{eV}.
\end{align}
Without the factor 3 the result is $-1.767\ \mathrm{eV}$. The difference, $51\ \mathrm{meV}$, agrees with \eqref{eq:shift}. The vacant fractions are
\begin{align}
x_c&\simeq e^{-(3.0-1.8176)/0.09248}=2.80\times10^{-6},\\
x_o&\simeq e^{-(3.0-1.7668)/0.09248}=1.62\times10^{-6}.
\end{align}
Multiplication by the site density gives $1.29\times10^{17}$ and $7.4\times10^{16}\ \mathrm{cm^{-3}}$. Spectroscopic constants of O$_2$, with anharmonicity and rotation--vibration coupling, raise both by about $0.4\%$ and leave their ratio unchanged. Over the film thickness of $5.0\times10^{-6}\ \mathrm{cm}$, the correct sheet density is $6.4\times10^{11}\ \mathrm{cm^{-2}}$.

The weight $W(n)$ can also be summed directly, without a chemical potential. For $10^9$ sites and $N_0=10^9$, with the rotation and spin sums evaluated level by level, the fractions are $2.7997\times10^{-6}$ and $1.6164\times10^{-6}$. Their ratio is $1.73205$, equal to $\sqrt3$ to the digits shown. Both fractions exceed the formula by about $0.03\%$, because the formula replaces the rotational sum by an integral.

\section{Comparison of the estimate and the solution}

\subsection{Dilute and saturated sites}

The scaling estimate and the solution agree in the dilute limit. The picture of a threefold pressure also survives the full counting: with $g$ included and the pressure tripled, the direct sum gives $1.6164\times10^{-6}$, the value found at the original pressure without $g$.

They part when a large fraction of sites is vacant. Let $y=x_o/(1-x_o)$ and $r=\sqrt3$. Then $x_o=y/(1+y)$, while \eqref{eq:oddsratio} gives $x_c=ry/(1+ry)$. Therefore
\begin{align}
\frac{x_c}{x_o}
&=\frac{r(1+y)}{1+ry}
=\frac{r(1+ry)-r(r-1)y}{1+ry}\nonumber\\
&=r-(r-1)x_c .
\label{eq:sat}
\end{align}
The ratio falls from $\sqrt3$ for an empty vacancy population to one when every site is vacant. If $E_f$ is lowered to $1.8\ \mathrm{eV}$ at the same temperature and pressure, direct counting with $10^4$ sites gives $x_c=0.547$ and $x_o=0.411$. Their ratio is $1.331$, as \eqref{eq:sat} predicts, whereas the scaling estimate remains at $1.732$. This case tests the counting; a real oxide with half its oxygen missing would not have independent vacancies.

\subsection{Disordered site energies}

In a disordered network $E_f$ varies from site to site. Each dilute site carries the same factor $\sqrt3$, and so does their sum. For a Gaussian spread $\sigma$ about the mean $E_f$, write $E=E_f+\delta$. Completing the square gives the mean Boltzmann factor relative to that of an average site:
\begin{align}
\left\langle e^{-\delta/kT}\right\rangle
&=\frac{1}{\sqrt{2\pi}\,\sigma}\int_{-\infty}^{\infty}
e^{-(\delta+\sigma^2/kT)^2/(2\sigma^2)}
e^{\sigma^2/(2k^2T^2)}\,d\delta\nonumber\\
&=e^{\sigma^2/(2k^2T^2)} .
\end{align}
For $\sigma=0.2\ \mathrm{eV}$ this is about $10.4$. Keeping the saturation of each site, with the distribution cut at six standard deviations, gives a gain of $10.34$ and a ratio of $1.7301$. The small loss from $1.7321$ follows from \eqref{eq:sat}: multiplying it by $x_o$ and averaging over sites gives
\begin{equation}
\frac{\langle x_c\rangle}{\langle x_o\rangle}
=\sqrt3-(\sqrt3-1)\frac{\langle x_cx_o\rangle}{\langle x_o\rangle}.
\end{equation}
The correction is weighted towards easily vacated sites, which are the least dilute. Those sites lie about $\sigma^2/kT$ below the mean, so the loss is small only while $\sigma^2/kT$ stays well below $E_f+\mu_{\rm O}=1.18\ \mathrm{eV}$. It grows quickly with $\sigma$: the ratio is $1.63$ for $\sigma=0.3\ \mathrm{eV}$ and $1.42$ for $\sigma=0.4\ \mathrm{eV}$, although the mean vacant fraction is still only $4\times10^{-4}$ and $3\times10^{-3}$. The Gaussian gain then overestimates as well, giving $193$ instead of $141$ at $\sigma=0.3\ \mathrm{eV}$.

\subsection{Electrons from charged vacancies}

A neutral vacancy exchanges no electrons with the bands, so its concentration does not depend on the Fermi level $E_F$. A doubly charged vacancy has released two electrons. If $\varepsilon$ is the Fermi level at which the two charge states have equal formation energies, then
\begin{equation}
[V^{2+}]=[V^0]e^{2(\varepsilon-E_F)/kT}.
\end{equation}
Measure energies from the conduction-band edge. For non-degenerate electrons $n_e=N_ce^{E_F/kT}$, where $N_c$ is the effective density of states. If these vacancies are the sole source of electrons, neutrality away from charged surfaces and grain boundaries requires $n_e=2[V^{2+}]$, and
\begin{equation}
n_e=2[V^0]e^{2\varepsilon/kT}\left(\frac{N_c}{n_e}\right)^2
\quad\Longrightarrow\quad
n_e^3=2[V^0]N_c^2e^{2\varepsilon/kT}.
\end{equation}
The electron density thus scales as $[V^0]^{1/3}$. Omitting $g$ lowers it by $(\sqrt3)^{1/3}=3^{1/6}=1.201$, not by $\sqrt3$. The released electrons raise $E_F$ and oppose further ionization, which weakens the response.

For an electron mass of $0.2$ free-electron masses and $\varepsilon=-0.1\ \mathrm{eV}$, both rough model inputs, Fermi--Dirac statistics give $n_e=1.84\times10^{18}\ \mathrm{cm^{-3}}$, or $1.54\times10^{18}\ \mathrm{cm^{-3}}$ without $g$. The ratio is $1.195$, slightly below the non-degenerate value. The correct $[V^{2+}]$ is $9.2\times10^{17}\ \mathrm{cm^{-3}}$, about seven times $[V^0]$, and the sum of the two charge states is underestimated by a factor $1.24$. Singly charged vacancies, holes and other dopants are left out. Dropping $V^+$ requires a strongly negative $U$, the separation of the $(+/0)$ level above the $(2+/+)$ level. For $U=0$ and a spin-doublet $V^+$, the same inputs give $[V^+]=6.1\times10^{17}\ \mathrm{cm^{-3}}$, comparable with $[V^{2+}]$, and $n_e=2.07\times10^{18}\ \mathrm{cm^{-3}}$ with a ratio of $1.22$; the values above are approached only near $U\approx-0.5\ \mathrm{eV}$ or below. Local neutrality also holds only beyond a screening length from surfaces and grain boundaries, about $3$ to $5\ \mathrm{nm}$ here for a rough dielectric constant of $9$, which is not negligible in a $50\ \mathrm{nm}$ polycrystalline film. If other dopants instead hold $E_F$ fixed, $[V^{2+}]$ is proportional to $[V^0]$ and regains the factor $\sqrt3$.

\subsection{The real film and the limits of the number}

The ratio is much better determined than the concentration. An error of $0.1\ \mathrm{eV}$ in $E_f$ changes a dilute concentration by a factor $2.95$, more than the missing spin factor. Phonons matter too. Suppose that the removed atom takes with it three oscillators of energy $\hbar\omega=50\ \mathrm{meV}$, a rough value, and leaves the others unchanged. Each has the partition function $1/[2\sinh(\hbar\omega/2kT)]$, so the vacancy weight is multiplied by
\begin{equation}
\left[2\sinh\left(\frac{\hbar\omega}{2kT}\right)\right]^3=0.164 .
\end{equation}
This would reduce $1.29\times10^{17}$ to about $2\times10^{16}\ \mathrm{cm^{-3}}$. Both corrections cancel from the dilute ratio when they are the same in the two calculations. The O$_2$ singlets, placed roughly $1.0$ and $1.6\ \mathrm{eV}$ above the triplet, raise the effective $g$ by a relative amount of order $10^{-5}$.

The high anneal temperature was chosen to make equilibrium with the gas more plausible. A real film may break that assumption: exchange at its surface can be slow, and cooling can freeze the vacancies in. At $300\ \mathrm{K}$ and the same pressure, the formula without phonons gives an equilibrium neutral density of order $10^{-20}\ \mathrm{cm^{-3}}$. The phonon model above would raise this about elevenfold, which is still effectively none. Vacancies that remain after cooling then reflect the history of the film, and the equilibrium formula cannot be applied at the temperature of use.

The source of the chemical potential also matters. At $298.15\ \mathrm{K}$ and $1\ \mathrm{bar}$, the gas model gives an entropy of $205.1\ \mathrm{J/(mol\,K)}$ with $g$ and $196.0\ \mathrm{J/(mol\,K)}$ without it. The difference is $R\ln3$, where $R$ is the gas constant. A complete thermal entropy already contains this term; adding it again would overestimate the dilute neutral concentration by $\sqrt3$.

Nor can a constant adjustment of $E_f$ repair the omission at all temperatures. Lowering $E_f$ by $(kT_1/2)\ln3$ restores the concentration at $T_1$. At another temperature $T_2$, the adjusted result differs from the correct dilute one by
\begin{equation}
\frac{x_{\rm adjusted}}{x_c}
=3^{-1/2}\,e^{(T_1/2T_2)\ln3}
=3^{(T_1/T_2-1)/2}.
\end{equation}
It is too large below $T_1$ and too small above it, because the missing term is an entropy and not an energy. The computed values are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature: 1073.15 K; kT: 0.09248 eV
O2 pressure: 1.0e-03 Torr = 0.1333 Pa
Formation energy E_f: 3.0 eV
Oxygen site density: 4.60e+22 cm^-3
Film thickness: 50 nm
O2 bond length: 0.121 nm; vibration: 1560 cm^-1
Spin-spin constant: 2.0 cm^-1
S^2 of lowest CAS(2,2) state: 2.0000
CAS(2,2)/def2-SVP gap to first singlet: 1.297 eV
Rotational temperature: 2.0708 K
Vibrational temperature: 2244.5 K
Thermal wavelength: 0.009421 nm
kT/(p lam^3): 1.3291e+14
Rotational factor T/(2 theta): 259.12
Vibrational factor: 1.1409
Rotation-spin sum, diagonalized: 777.86
Rotor sum without spin: 259.29
Spin degeneracy from the two sums: 3.000010
mu_O with g=3: -1.8176 eV
mu_O with g omitted: -1.7668 eV
Error in mu_O: 50.80 meV
Vacant fraction, correct: 2.7988e-06
Vacant fraction, g omitted: 1.6159e-06
Neutral vacancies, correct: 1.287e+17 cm^-3
Neutral vacancies, g omitted: 7.433e+16 cm^-3
Sheet density, correct: 6.437e+11 cm^-2
Sheet density, g omitted: 3.717e+11 cm^-2
Closed-box fraction, correct: 2.7997e-06
Closed-box fraction, g omitted: 1.6164e-06
Closed-box ratio: 1.73205; sqrt(3): 1.73205
Closed-box fraction at triple pressure: 1.6164e-06
Shortfall from omission: 42.3 %
Saturation case E_f: 1.8 eV; fraction: 0.5474
Saturation case, g omitted: 0.4112; ratio: 1.3313
Site-energy spread: 0.2 eV; gain: 10.34
Ratio with site-energy spread: 1.7301
O2 singlets, relative change of g: 1.34e-05
Phonon energy, three modes: 50 meV
Phonon factor on concentration: 0.164
Factor from 0.1 eV error in E_f: 2.95
Electron mass: 0.2 m_e; (2+/0) level: -0.1 eV
Band density of states N_c: 1.519e+19 cm^-3
Electrons, correct: 1.844e+18 cm^-3
Electrons, g omitted: 1.542e+18 cm^-3
Charged vacancies V2+, correct: 9.219e+17 cm^-3
Electron ratio, Fermi-Dirac: 1.1954
Electron ratio, Boltzmann: 1.2009
Ratio for all vacancies: 1.2425
log10 of equilibrium V0 per cm^3 at 300 K: -20.2
O2 entropy, 298.15 K, 1 bar, g=3: 205.12 J/(mol K)
O2 entropy, same, g omitted: 195.99 J/(mol K)
\end{verbatim}
